The exponential of a fermionic excitation generator as a Givens rotation

**1. The problem with a truncated exponential**

A unitary coupled-cluster program has to apply exp(θA) to a state vector, where A, in the case treated here, is one product of creation and annihilation operators minus its adjoint. Without a closed form, one option is to cut off the power series. Stopped after second order, the series turns a normalized determinant D on which the excitation can act into

(1 − θ²/2) D + θ D′,

where D′ is the excited determinant (this uses AD = D′ and AD′ = −D, derived in section 5). The squared norm of this vector is

(1 − θ²/2)² + θ² = 1 + θ⁴/4.

At θ = 0.7 the squared norm is 6 percent too large. For a molecule with a total energy near −98 hartree, an expectation value not divided by this norm is shifted by about 6 hartree, and it is no longer an upper bound to the ground-state energy. Dividing by the norm restores the bound, but the normalized vector is then a rotation by arctan[θ/(1 − θ²/2)], which is 0.748 rad instead of 0.7. One can also keep more terms of the series, or use a general matrix exponential, whose matrix has dimension 2^M in the full Fock space of M spin orbitals. Neither route uses the fact that this operator only mixes determinants two at a time.

For a single excitation product neither a truncation nor a general exponential is needed, because its generator obeys

A³ = −A,

exp(θA) = 1 + sin θ A + (1 − cos θ) A².

**2. Conventions and assumptions**

The operator a†_p creates an electron in spin orbital p and a_p removes one. The spin orbitals are orthonormal, so that

a_p a†_q + a†_q a_p = δ_pq,  a_p a_q + a_q a_p = 0.

The adjoint of the second relation holds for two creation operators. Setting p = q gives (a_p)² = (a†_p)² = 0. The occupation number operator is n_p = a†_p a_p, and a_p a†_p = 1 − n_p.

The excitation is one product with coefficient one,

τ = a†_a1 a†_a2 … a†_an a_in … a_i2 a_i1,  n ≥ 1.

The labels a1, …, an are distinct, the labels i1, …, in are distinct, and no orbital occurs in both sets. The generator is A = τ − τ†, and θ is real. Since A† = τ† − τ = −A, the exponential is unitary:

[exp(θA)]† = exp(−θA) = [exp(θA)]⁻¹.

No reference determinant has been assumed. The labels a and i only say which orbitals τ fills and which it empties.

**3. Why the cube returns the generator**

*The square of τ vanishes.* In τ² the operator a†_a1 occurs twice. Every operator between the two copies belongs to a different orbital and therefore anticommutes with a†_a1. Moving the copies together costs at most a sign and produces (a†_a1)² = 0. Hence

τ² = 0,  (τ†)² = 0,

the second equation being the adjoint of the first.

*The mixed products are projectors.* Split τ into a creation part and a removal part:

τ = C J,  C = a†_a1 … a†_an,  J = a_in … a_i1.

Then τ†τ = J† C† C J. The middle factor is

C†C = a_an … a_a1 a†_a1 … a†_an.

Its innermost pair is 1 − n_a1. A number operator commutes with ladder operators of other orbitals, because passing its two factors gives two minus signs. The factor 1 − n_a1 can therefore be moved out, which exposes the next pair. Repeating this gives

C†C = Π_a (1 − n_a).

This product commutes with J, which contains none of the orbitals a. What remains is

J†J = a†_i1 … a†_in a_in … a_i1 = Π_i n_i,

again by collapsing pairs from the inside. The same steps for τ τ† = C J J† C† use JJ† = Π_i (1 − n_i) and CC† = Π_a n_a. The results are

P_s = τ†τ = Π_i n_i Π_a (1 − n_a),

P_t = τ τ† = Π_a n_a Π_i (1 − n_i).

On a determinant, each factor is 0 or 1. P_s therefore selects source determinants, in which all i are occupied and all a are empty. P_t selects target determinants, in which the reverse holds. No determinant satisfies both conditions, so P_s P_t = 0.

*τ loses nothing on its sources.* For a removed orbital,

a_i n_i = a_i a†_i a_i = (1 − n_i) a_i = a_i − a†_i a_i a_i = a_i,

because a_i a_i = 0. For a created orbital,

a†_a (1 − n_a) = a†_a − a†_a a†_a a_a = a†_a.

Each factor of P_s, placed to the right of τ, can be moved to the ladder operator of its own orbital and absorbed there. Thus τP_s = τ. Written out, and with its adjoint, this reads

τ τ†τ = τ,  τ†τ τ† = τ†.

*The cube.* Expanding the square with its signs gives

A² = τ² − τ τ† − τ†τ + (τ†)² = −(P_t + P_s).

Multiplication by A from the left gives

A³ = −(τ − τ†)(τ τ† + τ†τ)
 = −(τ τ τ† + τ τ†τ − τ†τ τ† − τ†τ†τ)
 = −(0 + τ − τ† − 0)
 = −A.

Thus −A² = P_s + P_t is the projector onto all determinants that take part in the excitation. On that subspace A² = −1, so A acts there like an imaginary unit. On the remaining determinants A vanishes.

**4. Summing the series**

Multiplying A³ = −A by further powers of A gives A^(m+2) = −A^m for m ≥ 1. Starting from A and from A²,

A^(2k+1) = (−1)^k A,  k ≥ 0,

A^(2k) = (−1)^(k−1) A²,  k ≥ 1.

The zeroth power is the identity and must be kept apart, since A² is not −1 on the whole space. The exponential becomes

exp(θA) = 1 + A Σ_(k≥0) (−1)^k θ^(2k+1)/(2k+1)! + A² Σ_(k≥1) (−1)^(k−1) θ^(2k)/(2k)!.

The first sum is sin θ. The second is minus the cosine series without its leading 1, that is, −(cos θ − 1) = 1 − cos θ. Therefore

exp(θA) = 1 + sin θ A + (1 − cos θ) A².

For small θ this is 1 + θA + θ²A²/2 up to third-order terms, as it must be. At θ = π it becomes 1 + 2A² = 1 − 2(P_s + P_t), which reverses the sign of every participating determinant. At θ = 2π it is the identity.

**5. The rotation and its signs**

Let D be a normalized source determinant and define D′ = τD, including whatever sign the ladder operators produce. The norm is preserved because ⟨D′|D′⟩ = ⟨D|τ†τ|D⟩ = ⟨D|P_s|D⟩ = 1. The four actions needed are

τD = D′,
τ†D′ = τ†τD = P_s D = D,
τD′ = τ²D = 0,
τ†D = τ†P_s D = τ†τ†τD = 0.

Consequently AD = D′, AD′ = −D, A²D = −D and A²D′ = −D′. Inserting these into the closed form gives

exp(θA) D = D + sin θ D′ − (1 − cos θ) D = cos θ D + sin θ D′,

exp(θA) D′ = D′ − sin θ D − (1 − cos θ) D′ = cos θ D′ − sin θ D.

This is a Givens rotation: a plane rotation of two coordinates. At θ = π/2 it carries D completely into D′, and D′ into −D. A determinant X that is neither source nor target has P_s X = P_t X = 0. Then τX = τP_s X = 0 and τ†X = τ†P_t X = 0, so X is unchanged.

A stored basis fixes its own determinant signs. Suppose it contains |s⟩ and |t⟩, with τ|s⟩ = σ|t⟩ and σ = ±1. Then D = |s⟩ and D′ = σ|t⟩. For a vector with coefficients x_s and x_t, the update is

x_s(new) = cos θ x_s − σ sin θ x_t,

x_t(new) = cos θ x_t + σ sin θ x_s.

Both right-hand sides use the old coefficients.

To obtain σ, let each basis determinant be built by creation operators in increasing orbital order from left to right, acting on the vacuum. Apply the factors of τ one at a time, from the rightmost to the leftmost. A factor belonging to orbital p must pass the creation operators of all occupied orbitals before p, so it contributes (−1) to the power of their current number. The product of these signs is σ.

If m different orbitals occur in τ, their occupations are fixed in a source determinant and the other M − m are free. The full Fock space therefore contains 2^(M−m) independent pairs, all rotated by the same θ, though σ may differ between them. For M = 6 this gives 16 pairs for a single excitation, 4 for a double and 1 for a triple.

**6. Where the formula stops applying**

*Shared orbitals.* If an orbital q is both emptied and filled by τ, its two operators can be brought together, giving τ = ±n_q τ₀ with q absent from τ₀. Then A = ±n_q A₀. Since n_q commutes with A₀ and n_q² = n_q, the cube is A³ = ±n_q A₀³ = −A. The formula survives, and q must be occupied for the rotation to act. If the filled and emptied sets coincide completely, τ is plus or minus a product of number operators. It is then Hermitian, A = 0, and nothing rotates.

*Coefficients.* For a real coefficient t, (tA)³ = −t²(tA). The cubic identity in its stated form then fails unless t² = 1 or t = 0. The remedy is to keep A without its coefficient and use the angle tθ.

*Spin-summed excitations.* Let u and d be the generators of the same spatial single excitation for spin up and spin down. Each term contains two ladder operators, and the two generators share no spin orbital, so u and d commute. With u³ = −u and d³ = −d,

(u + d)³ = −u − d + 3u²d + 3ud²,

(u + d)³ + (u + d) = 3(u²d + ud²).

The right-hand side is not zero. Where both excitations can act, u² = d² = −1 and it equals −3(u + d), in agreement with the largest matrix element of 3 found numerically. The eigenvalues of u + d reach ±2i, whereas A³ = −A permits only 0 and ±i. The closed form must not be used for u + d as a whole. Because u and d commute, however,

exp[θ(u + d)] = exp(θu) exp(θd),

and each factor is a Givens rotation.

*Generators that do not commute.* Let A₁ move an electron from orbital 0 to orbital 2, and A₂ from orbital 0 to orbital 3. On the one-electron state |2⟩, A₂|2⟩ = 0 and A₁|2⟩ = −|0⟩, so

(A₁A₂ − A₂A₁)|2⟩ = 0 + A₂|0⟩ = |3⟩.

The commutator is not zero. Expanding both exponentials to second order gives

exp[θ(A₁ + A₂)] − exp(θA₂) exp(θA₁)
 = θ²[½(A₁ + A₂)² − ½A₁² − ½A₂² − A₂A₁] + …
 = ½θ²(A₁A₂ − A₂A₁) + ….

At θ = 0.7 this leading term has a largest element of 0.245. The full difference has a largest element of 0.226. A sequence of Givens rotations is thus a legitimate unitary ansatz, but in general it differs from the exponential of the summed generator, and its operator order belongs to its definition.

**7. Energy of a single rotation**

Let H be the Hamiltonian, with E0 = ⟨D|H|D⟩, E1 = ⟨D′|H|D′⟩ and a real coupling K = ⟨D|H|D′⟩. The expectation value in cos θ D + sin θ D′ is

E(θ) = E0 cos²θ + E1 sin²θ + 2K sin θ cos θ.

With Δ = E1 − E0 and the double-angle formulas,

E(θ) = (E0 + E1)/2 − (Δ/2) cos 2θ + K sin 2θ.

Set R = √(Δ²/4 + K²), Δ/2 = R cos φ and K = −R sin φ. Then

E(θ) = (E0 + E1)/2 − R cos(2θ − φ).

For R > 0 the minimum lies at 2θ = φ:

θ_min = ½ atan2(−2K, Δ),

E_min = (E0 + E1)/2 − R.

The two-argument arctangent atan2(y, x) selects the quadrant in which the sine has the sign of y and the cosine the sign of x. The energy E_min is the lower eigenvalue of the 2×2 Hamiltonian block. The lowering is E0 − E_min = R − Δ/2, which for Δ > 0 and |K| much smaller than Δ reduces to K²/Δ.

**8. Worked example: stretched hydrogen fluoride**

The molecule has a chosen bond length of 1.5 angstrom and is described by restricted Hartree–Fock orbitals in the STO-3G basis. Ten electrons occupy five of the six spatial orbitals. The excitation moves the pair in the highest occupied σ orbital i, the fifth orbital, to the empty orbital v:

τ = a†_v↑ a†_v↓ a_i↓ a_i↑.

The coupling follows from the electron repulsion operator

½ Σ (pq|rs) a†_pα a†_rβ a_sβ a_qα,

summed over spatial orbitals p, q, r, s and spins α, β. For real orbitals, (pq|rs) is the repulsion integral between the charge distributions pq and rs. To return from D′ to D, both electrons must move from v to i, which the one-electron part of H cannot do. The contributing terms have p = r = i and q = s = v with opposite spins. There are two, and they are equal because exchanging both the creators and the annihilators gives two minus signs. They cancel the factor ½ and leave

(iv|iv) a†_i↑ a†_i↓ a_v↓ a_v↑ = (iv|iv) τ†.

Hence K = (iv|iv)⟨D|τ†τ|D⟩ = (iv|iv), with a plus sign for this ordering of τ.

Five decimals are kept below so that the arithmetic can be followed; they do not express the accuracy of this small basis. In hartree,

E0 = −98.41475,  E1 = −97.82449,

Δ = 0.59026,  K = 0.26336.

The angle is

θ_min = ½ atan2(−0.52672, 0.59026) = −0.3643 rad = −20.87 degrees.

The amplitudes are cos θ_min = 0.9344 for D and sin θ_min = −0.3563 for D′, so the excited pair has weight 0.127. The negative angle compensates the positive K and makes the interference term 2K sin θ cos θ lower the energy. With the opposite angle this term changes sign, and the energy lies 0.25 hartree above E0. When the angle is taken from the formula and Δ > 0, such a rise points to a wrong σ or a reversed generator. A numerical search over θ does not show it: with the generator reversed, the search finds the same minimum energy at the opposite angle.

The minimum energy follows from

R = √(0.29513² + 0.26336²) = 0.39555 hartree,

E_min = −98.11962 − 0.39555 = −98.51517 hartree.

The lowering is 0.39555 − 0.29513 = 0.10042 hartree, or 2.73 eV. The weak-coupling estimate K²/Δ = 0.1175 hartree is 17 percent larger than this two-determinant result, because K is not small compared with Δ.

Full configuration interaction in the same basis gives −98.51936 hartree, which is 0.10461 hartree below E0. The single rotation recovers 0.10042/0.10461, or 96 percent, of that correlation energy. The remaining 0.0042 hartree requires determinants outside this pair. The correlation energy is measured here from the restricted determinant, which at this bond length is unstable towards spin symmetry breaking: the unrestricted Hartree–Fock energy lies 0.058 hartree below E0. The percentage belongs to this bond length and to a basis with one empty spatial orbital, and it falls sharply in larger bases. Moving the same pair into the lowest empty σ orbital gives K = 0.170 hartree, θ_min = −0.24 rad and a lowering of 0.041 hartree in 6-31G, and K = 0.153 hartree, θ_min = −0.21 rad and a lowering of 0.033 hartree in cc-pVDZ. These are about 24 and 14 percent of the CCSD(T) correlation energy in the respective basis.

The numerical check compares the closed form with a general matrix exponential, and the angle and energy with a direct minimization in the full Fock space.

Table of computed values

```
Small Fock space: 6 spin orbitals, 64 determinants
Test angle: 0.7 rad
single: rotated pairs = 16, unchanged = 32
  max|A^3+A| = 0.0e+00, exponential error = 1.1e-16
double: rotated pairs = 4, unchanged = 56
  max|A^3+A| = 0.0e+00, exponential error = 1.1e-16
triple: rotated pairs = 1, unchanged = 62
  max|A^3+A| = 0.0e+00, exponential error = 1.1e-16
single with spectator: rotated pairs = 8, unchanged = 48
  max|A^3+A| = 0.0e+00, exponential error = 1.1e-16
Spin-summed single: largest |eigenvalue| = 2.000
Spin-summed single: max|A^3+A| = 3.000
Shared-orbital singles: max|commutator| = 1.000
Shared-orbital singles: max|exp(sum)-product| = 0.226
HF molecule, STO-3G: bond length = 1.5 angstrom
Electrons = 10, spatial orbitals = 6
Spin orbitals = 12, Fock-space dimension = 4096
Pair moved from orbital 5 to orbital 6 (count from 1)
E0 = -98.414750 hartree
E1 = -97.824493 hartree
Delta = E1 - E0 = 0.590258 hartree
K = 0.263356 hartree
Integral (iv|iv) = 0.263356 hartree
Best angle, formula = -0.36428 rad
Best angle, numerical search = -0.36428 rad
Best angle, converted = -20.872 degrees
Amplitude of D = 0.93438
Amplitude of D' = -0.35628
Weight of D' = 0.12694
Minimum energy, formula = -98.515169 hartree
Minimum energy, numerical search = -98.515169 hartree
Energy lowering = 0.100418 hartree
Energy lowering, converted = 2.7325 eV
Full CI energy = -98.519360 hartree
Full CI correlation energy = -0.104610 hartree
Share recovered by one rotation = 95.99 percent
```
